# Iteration count of linear mixing in long metal cells

A self-consistent calculation for a piece of interconnect metal may converge well in a short periodic cell. Now let the cell be made longer, with its cross-section and electron density unchanged. A mixing step that worked before can make electrons surge back and forth between two halves of the cell with growing amplitude. Reducing the step restores convergence, but many more iterations are needed. How does their number grow with the length $L$, and how large is the first correction to that growth?

## The iteration near its solution

Let $n$ be the input electron density and $F[n]$ the density obtained by solving the Kohn–Sham equations in the potential made by $n$. Linear mixing with one constant $\alpha>0$ is

$$n_{j+1}=n_j+\alpha\,(F[n_j]-n_j).$$

At the solution $n_*$, $F[n_*]=n_*$. Write $n_j=n_*+e_j$ and keep first order in the error $e_j$. The model is a uniform metal with a neutralizing background. The potential responds to the density through the Hartree term; exchange-correlation response is added later. Formulas use Hartree atomic units, $\hbar=m=e=1$, with lengths in units of the Bohr radius $a_0$.

In a uniform metal each wavevector $q\neq0$ evolves separately. Poisson's equation for electron potential energy gives $\delta V_q=v_qe_q$, with $v_q=4\pi/q^2$. If $\chi_0(q)$ is the density response of independent electrons, the output error is $\chi_0v_qe_q$, so

$$e_{j+1}=e_j+\alpha(\chi_0v_qe_j-e_j)=(1-\alpha\varepsilon_q)e_j,\qquad \varepsilon_q=1-v_q\chi_0(q).$$

The component $q=0$ is absent because the number of electrons is fixed. The task is now to find the largest and smallest $\varepsilon_q$.

## The response of the metal

Take the potential to vary along the long axis $z$. An electron state has wavenumber $k$ along $z$ and any transverse wavevector inside the Fermi sphere of radius $k_F$. With two spins, the number of electrons per transverse area at given $k$ is

$$g(k)=2\,\frac{\pi(k_F^2-k^2)}{(2\pi)^2}=\frac{k_F^2-k^2}{2\pi},\qquad |k|<k_F.$$

Integrating $g(k)\,dk/2\pi$ gives the density $k_F^3/3\pi^2$, as it should.

Apply $\delta V=V_qe^{iqz}+\text{c.c.}$ First-order perturbation theory mixes state $k$ with $k+q$ and $k-q$. Both admixtures contribute to the density component $e^{iqz}$, one through $\psi_0^*\psi_1$ and the other through $\psi_1^*\psi_0$. With $E_k=k^2/2$ the coefficient of $V_q$ is

$$\frac1{E_k-E_{k+q}}+\frac1{E_k-E_{k-q}}
=\frac1q\left[\frac1{k-q/2}-\frac1{k+q/2}\right]=\frac1{k^2-q^2/4}.$$

The Fermi level does not move at first order, because $\delta V$ has zero average. Therefore

$$\chi_0(q)=\frac1{4\pi^2}\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{k^2-q^2/4}\,dk.$$

The principal value is correct because the singular terms cancel between pairs of states $k$ and $k+q$ of equal energy. Put $p=q/2$ and write $k_F^2-k^2=(k_F^2-p^2)-(k^2-p^2)$. The second part integrates to $-2k_F$. For the first,

$$\mathrm P\!\!\int_{-k_F}^{k_F}\frac{dk}{k^2-p^2}
=\frac1{2p}\left[\ln\left|\frac{k-p}{k+p}\right|\right]_{-k_F}^{k_F}
=-\frac1p\ln\left|\frac{k_F+p}{k_F-p}\right|.$$

With $x=p/k_F=q/2k_F$ this gives the Lindhard result

$$\chi_0=-\frac{k_F}{\pi^2}f(x),\qquad f(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|,$$

and hence

$$\varepsilon_q=1+\frac{k_{TF}^2}{q^2}f\!\left(\frac q{2k_F}\right),\qquad k_{TF}^2=\frac{4k_F}{\pi}.$$

In ordinary length units, $k_{TF}^2=4k_F/(\pi a_0)$.

The behaviour of $f$ follows from the series of the logarithm. For $x<1$, the logarithm is $2\sum_{j\ge0}x^{2j+1}/(2j+1)$. Multiplying by $(1-x^2)/4x$ and collecting equal powers gives

$$f(x)=1-\sum_{j\ge1}\frac{x^{2j}}{4j^2-1}=1-\frac{x^2}{3}-\frac{x^4}{15}-\cdots .$$

For $x>1$ the same steps with powers of $1/x$ give $f=\sum_{j\ge1}x^{-2j}/(4j^2-1)$. Thus $f$ is positive and decreases throughout. So $\varepsilon_q$ also decreases with $q$, is largest at the smallest wavevector, and tends to 1 at large $q$.

The long-wave limit has a direct meaning. A slowly varying potential $\delta V$ raises the local band bottom while the Fermi level stays flat, so electrons leave until $\delta n=-(dn/d\mu)\delta V$. Here $dn/d\mu=k_F/\pi^2$, which is the value of $-\chi_0$ at $f=1$. This response stays finite as $q\to0$, while the Coulomb factor grows as $1/q^2$. A small long-wave input error therefore produces a much larger output error of opposite sign.

## The best constant step

In the elongated cell the smallest nonzero wavevector is $q_{\min}=2\pi/L$. Define

$$s=\frac{k_{TF}}{q_{\min}}=\frac{k_{TF}L}{2\pi}.$$

Let $\kappa=\varepsilon_{\max}/\varepsilon_{\min}$. In this model $\varepsilon_q\to1$ at large $q$, so the formulas below take $\varepsilon_{\min}=1$. If the density basis ends at a wavevector $Q$ well above $2k_F$, the first term of the series for $x>1$ gives $\varepsilon_Q-1\simeq4k_F^2k_{TF}^2/3Q^4$. This changes $\kappa$ by about $s^2$ times that amount, so the constant term found below is meaningful only if $\varepsilon_{\min}-1$ is much smaller than $1/s^2$. The numerical test below meets this condition through the truncation of its orbital basis: its highest density waves, near $5k_F$, connect no occupied state to another state of that basis, so their $\varepsilon$ is 1. With the full response at $Q\simeq5k_F$, the aluminium-like density used below gives $\varepsilon_Q-1\simeq0.003$, which would lower $\kappa$ by about 2 in the 8 nm cell, more than the constant term itself. The test therefore checks the constant in $\varepsilon_{\max}$, with $\varepsilon_{\min}$ held at 1.

Stability requires $|1-\alpha\varepsilon|<1$ for every mode, so $\alpha<2/\kappa$. For a given $\alpha$, the slowest factor is the larger of $|1-\alpha|$ and $|1-\alpha\kappa|$. Increasing $\alpha$ from zero lowers the first, but eventually raises $\alpha\kappa-1$. The minimum of the larger one is where they meet:

$$1-\alpha=\alpha\kappa-1\quad\Rightarrow\quad \alpha=\frac2{\kappa+1},\qquad \rho=\frac{\kappa-1}{\kappa+1}.$$

The longest wave changes sign at each iteration and the shortest waves do not, but both shrink by the same factor $\rho$. The small wavevector thus acts by limiting $\alpha$; the short-wave errors then pay for the small step. If the error consisted of the longest wave alone, $\alpha=1/\varepsilon_{\max}$ would remove it in one step of the linear theory. It is the spread of $\varepsilon$ that costs iterations.

To reduce an error containing both ends of the spectrum by a factor $\tau$, set $\rho^N=\tau$. With $\Lambda=\ln(1/\tau)$,

$$N=\frac{\Lambda}{\ln[(\kappa+1)/(\kappa-1)]}.$$

## Leading law and first correction

For large $\kappa$,

$$\ln\frac{1+1/\kappa}{1-1/\kappa}=\frac2\kappa\left(1+\frac1{3\kappa^2}+\cdots\right),
\qquad N=\frac{\Lambda}{2}\left(\kappa-\frac1{3\kappa}+\cdots\right).$$

The logarithm therefore contributes no constant term. The constant comes from $\kappa$ itself, and it has two parts. Since $x=q_{\min}/2k_F$,

$$\kappa=1+s^2\left(1-\frac{q_{\min}^2}{12k_F^2}+\cdots\right)
=s^2+1-\frac{k_{TF}^2}{12k_F^2}+O(s^{-2}),$$

where $s^2q_{\min}^2=k_{TF}^2$ was used. It would be inconsistent to keep the 1 and drop the Lindhard term, because both are of order $L^0$. The result is

$$\boxed{N=\frac{\Lambda}{2}\left[\left(\frac{k_{TF}L}{2\pi}\right)^2+c+O(L^{-2})\right],\qquad c=1-\frac{k_{TF}^2}{12k_F^2}.}$$

The correction is a fixed number of iterations, $\Lambda c/2$, whatever the length. Its relative size is $c/s^2$. It also makes the apparent growth exponent approach 2 from below when $c>0$:

$$\frac{d\ln N}{d\ln L}\simeq\frac{2s^2}{s^2+c}\simeq2-\frac{2c}{s^2}.$$

## An aluminium-like cell

Take 180 electrons per nm³, a rough typical valence density for aluminium, a cross-section of 0.4 nm × 0.4 nm, and $\tau=10^{-6}$. Then $k_F=17.47$ nm⁻¹, $k_{TF}=20.50$ nm⁻¹ and $\Lambda=13.816$. The two constants are

$$c=1-\frac{(20.50/17.47)^2}{12}=1-0.115=0.885,$$

$$\frac\Lambda2\left(\frac{k_{TF}}{2\pi}\right)^2=\frac{13.816}{2}\left(\frac{20.50}{6.283}\right)^2\simeq73.5\ \text{nm}^{-2}.$$

The correction is $6.908\times0.885\simeq6$ iterations. For $L=8$ nm the leading law gives 4706 and the corrected law 4713.

These formulas were compared with a numerical Kohn–Sham–Hartree solution of the same uniform metal. It uses plane waves along $z$, an analytic transverse integral and 0.1 eV smearing. The starting error had equal magnitude and random sign in every cosine mode, and $\alpha$ was set to its best value from the computed spectrum.

| $L$ (nm) | Leading $N$ | With correction | Counted |
|---:|---:|---:|---:|
| 1 | 74 | 80 | 78 |
| 2 | 294 | 300 | 294 |
| 4 | 1177 | 1183 | 1153 |
| 8 | 4706 | 4713 | no run |

The agreement of the leading law with the count at 2 nm is accidental. In the linear theory no mode decays more slowly than $\rho^j$, so the norm of a mixed error cannot need more steps than the formula. It needs fewer, because the intermediate modes die early and the two ends then have less than the full factor $10^6$ to lose. The counts lie 2 to 3% below the corrected law, which at 4 nm is more than the correction itself. They confirm the growth but cannot measure $c$.

The spectrum can. Finite differences of the output density give $\kappa=11.53$, 43.47, 171.21 and 682.18 at the four lengths. The expression $1+s^2$, without the Lindhard term, gives 11.65, 43.58, 171.33 and 682.33. The differences at the first three lengths are 0.11 to 0.12, as predicted by $k_{TF}^2/12k_F^2=0.115$. At 8 nm the difference is 0.15; the excess comes mainly from the smearing. At fixed density, a smearing energy $T$ lowers the long-wave response by the fraction $(\pi^2/12)(T/E_F)^2$, where $E_F=k_F^2/2$ is the Fermi energy, 11.62 eV here. For $T=0.1$ eV this is $6\times10^{-5}$, which multiplied by $s^2=681$ gives 0.041. The sum $0.115+0.041=0.156$ lies slightly above the computed 0.15; the small remainder is due to the finite sampling of $k$ along $z$.

The exponents can also be compared. Between $L$ and $2L$ the corrected law predicts $\log_2[(4s^2+c)/(s^2+c)]$, which is 1.91 from 1 to 2 nm and 1.98 from 2 to 4 nm. The counted runs give 1.91 and 1.97.

## What happens if the step is not retuned

The quadratic law assumes that $\alpha$ is chosen anew for each length. At fixed $\alpha$ the iteration instead has a critical length. Using $\kappa\simeq1+s^2$ in $\alpha\kappa=2$,

$$L_c=\frac{2\pi}{k_{TF}}\sqrt{\frac2\alpha-1}.$$

For $\alpha=0.1$, $L_c=0.3065\sqrt{19}=1.34$ nm. Beyond it the longest wave grows. The limit was tested at 2 nm, where it is $\alpha=0.0459$: after ten steps, an error in the lowest mode had fallen to 0.10 of its initial size at 0.9 times the limit, and had risen to 5.9 times that size at 1.1 times the limit.

The best step lies close to this edge. The ratio of $2/(\kappa+1)$ to the limit $2/\kappa$ is $\kappa/(\kappa+1)$, so the relative margin is $1/(\kappa+1)$: about 2% at 2 nm and 0.15% at 8 nm. A slightly underestimated $\varepsilon_{\max}$ can turn convergence into divergence.

A safer choice is $\alpha=1/\varepsilon_{\max}$, half the stability limit. The slow modes are now the short waves, with factor $1-1/\kappa$, and

$$N_{\rm safe}=\frac{\Lambda}{-\ln(1-1/\kappa)}
=\Lambda\left(\kappa-\frac12+O(\kappa^{-1})\right)
=\Lambda\left(s^2+c-\frac12+O(L^{-2})\right).$$

The leading cost doubles, and the constant changes too. At 8 nm the count becomes about 9420. At 2 nm, with the step $\alpha=1/(1+s^2)=0.02294$, the linear count $\Lambda/[-\ln(1-\alpha)]$ is 595. A run whose initial error included a lowest potential wave of amplitude 1.98 eV took 580, so nonlinearity did not spoil the estimate for that start.

## The roles of metal and shape

In an insulator with filled bands, a constant potential moves no charge. A slow potential polarizes the material in proportion to its gradient, and the density change is the divergence of that polarization. Two derivatives give $\chi_0\propto-q^2$, which cancels the $1/q^2$ of the Coulomb factor. Hence $\varepsilon$ stays finite as $L\to\infty$.

To model this case, the transverse motion was frozen: every state of the lowest band along $z$ holds the same fixed number of electrons per transverse area. With the free transverse motion of the metal model, the same potential would leave partly filled bands and no gap. The frozen model, with one filled band, the same mean density and a gap of 7.95 eV, gave $\kappa=3.19$, 3.73, 3.93 and 3.99 at 1, 2, 4 and 8 nm. With $\kappa=4$, the best-step formula gives $13.816/\ln(5/3)\simeq27$ iterations, independent of further lengthening.

In the metal, the growth can be removed by multiplying the residual $F[n]-n$ by $q^2/(q^2+k_{TF}^2)$, the Kerker preconditioner. The eigenvalues become

$$\frac{q^2+k_{TF}^2f}{q^2+k_{TF}^2},$$

which tend to 1 at both small and large $q$. At this density the expression has its minimum, 0.857, near $q=2.2k_F$, so the ratio of largest to smallest cannot exceed 1.167 at any length. The numerical model gave 1.16 to 1.18 at the four lengths, slightly more, because its orbital basis ends at $2.5k_F$ and omits part of the response near $2k_F$. This confirms that the uncompensated long-wave response causes the growth.

Shape matters because the longest edge sets $q_{\min}$. Across the 0.4 nm width the smallest nonzero wavevector has $\varepsilon=2.58$, far below 682. A cube with the same volume as the 8 nm cell has an edge of 1.086 nm and needs about 93 iterations instead of 4713, at the same density and error reduction.

## Exchange-correlation changes the coefficient

A local exchange-correlation kernel $f_{xc}$ replaces $4\pi/q^2$ by $4\pi/q^2+f_{xc}$. Therefore

$$\varepsilon_q^{xc}=1+\left(1+\frac{f_{xc}q^2}{4\pi}\right)(\varepsilon_q-1).$$

At small $q$ the leading $k_{TF}^2/q^2$ is unchanged; $f_{xc}$ adds the constant $f_{xc}k_{TF}^2/4\pi$. At short waves, however, the negative kernel can outweigh the Hartree term and push $\varepsilon$ below 1. The leading law then becomes

$$N\simeq\frac{\Lambda}{2\varepsilon_{\min}}\left(\frac{k_{TF}L}{2\pi}\right)^2.$$

For the local density approximation at this density, $\varepsilon_{\min}=0.962$. At 8 nm, $\kappa$ rises by 3.9% relative to its value without the kernel, or about 185 iterations. This exceeds the six iterations of the $L^0$ correction. That correction is the right next term in $L$ for the Hartree model, but for a long cell the uncertainty of the leading coefficient matters more.

## Reading the estimate for a real metal

The example represents a long cell of bulk metal repeated in all directions, not a free wire 0.4 nm wide. Its density is near that of aluminium, but its electrons are free. A weak lattice potential, with Fourier coefficient 0.5 eV and period 0.2 nm, changed $\kappa$ by −0.4% in the 2 nm cell. Raising the smearing from 0.1 to 0.5 eV changed it by −0.15%. For a real band structure, the long-wave argument suggests replacing $k_F/\pi^2$ by the actual density of states at the Fermi level. If the rest of the response is unchanged, a 10% change in that density of states moves the leading $N$ by 10%. Surfaces, vacuum, liners and coarse transverse sampling break the assumptions in ways not sized here, so the figure of about 4700 iterations should not be carried over to a slab or a finished interconnect. The numerical output below lists the values used.

## Computed values

```
electron density = 180 nm^-3
Fermi wavevector = 17.47 nm^-1
Fermi energy = 11.62 eV
Thomas-Fermi wavevector k_TF = 20.50 nm^-1
2 pi/k_TF = 0.3065 nm
error reduction = 1e-06, ln(1/tol) = 13.816
L = 1 nm: q_min = 6.2832 nm^-1, kappa formula = 11.65, computed = 11.53
  smallest eigenvalue = 1.0000, kappa with q^2/(q^2+k_TF^2) = 1.162
  best alpha = 0.15962, N formula = 80, N counted = 78
L = 2 nm: q_min = 3.1416 nm^-1, kappa formula = 43.58, computed = 43.47
  smallest eigenvalue = 1.0000, kappa with q^2/(q^2+k_TF^2) = 1.175
  best alpha = 0.04498, N formula = 301, N counted = 294
L = 4 nm: q_min = 1.5708 nm^-1, kappa formula = 171.33, computed = 171.21
  smallest eigenvalue = 1.0000, kappa with q^2/(q^2+k_TF^2) = 1.180
  best alpha = 0.01161, N formula = 1184, N counted = 1153
L = 8 nm: q_min = 0.7854 nm^-1, kappa formula = 682.33, computed = 682.18
  smallest eigenvalue = 1.0000, kappa with q^2/(q^2+k_TF^2) = 1.181
  best alpha = 0.00293, N formula = 4713 (no run)
largest deviation from Lindhard = 0.005 %
growth exponent of counted N, 1 to 2 nm = 1.914
growth exponent of counted N, 2 to 4 nm = 1.972
N/L^2 for long cells = 73.54 nm^-2
N at 8 nm from the L^2 law alone = 4706
stability limit of alpha at 2 nm = 0.04589
lowest-mode error after 10 steps at 0.9 limit = 0.101
lowest-mode error after 10 steps at 1.1 limit = 5.893
critical length at fixed alpha 0.1 = 1.336 nm
larger start at 2 nm: lowest potential wave = 1.98 eV
  alpha = 0.02294, N linear theory = 595, N counted = 580
N at 8 nm with alpha = 1/eps_max: 9420
model insulator: period 0.25 nm, gap = 7.95 eV
  kappa at 1, 2, 4, 8 nm = 3.194, 3.727, 3.928, 3.985
dielectric value at 2 pi/(0.4 nm) = 2.583
cube of same volume as 0.4 x 0.4 x 8 nm: edge = 1.086 nm, N = 93
Lindhard change of kappa at 8 nm = -0.017 %
LDA kernel: smallest dielectric value = 0.9618, kappa change = 3.93 %
lattice potential (coefficient 0.5 eV, period 0.2 nm), 2 nm cell: kappa change = -0.40 %
smearing 0.5 eV instead of 0.1 eV, 2 nm cell: kappa change = -0.146 %
```
